# Terms of l^N from two-column Young diagrams and Weyl's dimension formula: a numerical check

```python
# Result under test: in the shell l^N, with n = 2l+1 orbitals, the states of
# spin S carry one irreducible representation of U(n), with Young diagram
# columns a = N/2+S and b = N/2-S. Its rotation character is
#   chi_S(q) = [2S+1]/[n+1] * [n+1; a+1] * [n+1; b]
# ([k]: symmetric q-number, [n; k]: symmetric Gaussian binomial), and its
# dimension is D_S = (2S+1)/(n+1) * C(n+1, a+1) * C(n+1, b).
# The multiplicity of a term (S, L) is c(L) - c(L+1), c(M) = coefficient of q^M.
# Spins are passed as the integer two_s = 2S; M and L are in units of hbar.
from collections import Counter
from itertools import combinations
from math import comb
import numpy as np

LETTERS = "SPDFGHIKLMNOQRTUV"


def times_factor(poly, k):
    """Multiply a coefficient list by (1 - q^k)."""
    result = list(poly) + [0] * k
    for i, value in enumerate(poly):
        result[i + k] -= value
    return result


def divide_factor(poly, k):
    """Divide a coefficient list exactly by (1 - q^k)."""
    result = list(poly)
    for i in range(k, len(result)):
        result[i] += result[i - k]
    assert not any(result[-k:]), "division must leave no remainder"
    return result[:-k]


def gaussian(n, k):
    poly = [1]
    for j in range(1, k + 1):
        poly = divide_factor(times_factor(poly, n - k + j), j)
    return poly


def spins(n, N):
    return list(range(N % 2, min(N, 2 * n - N) + 1, 2))


def columns(N, two_s):
    return (N + two_s) // 2, (N - two_s) // 2


def character(n, N, two_s):
    """Coefficients c(M), M = -Lmax..Lmax, from the factorized formula."""
    a, b = columns(N, two_s)
    left, right = gaussian(n + 1, a + 1), gaussian(n + 1, b)
    poly = [0] * (len(left) + len(right) - 1)
    for i, x in enumerate(left):
        for j, y in enumerate(right):
            poly[i + j] += x * y
    return divide_factor(times_factor(poly, two_s + 1), n + 1)


def weyl_dimension(n, N, two_s):
    a, b = columns(N, two_s)
    value = (two_s + 1) * comb(n + 1, a + 1) * comb(n + 1, b)
    assert value % (n + 1) == 0
    return value // (n + 1)


def term_counts(n, N, two_s):
    coeff = character(n, N, two_s)
    l_max = len(coeff) // 2
    out = {}
    for L in range(l_max, -1, -1):
        i = l_max - L
        number = coeff[i] - (coeff[i - 1] if i else 0)
        assert number >= 0
        if number:
            out[L] = number
    return out


def term_text(n, N, two_s):
    counts = term_counts(n, N, two_s)
    return " ".join(f"{two_s + 1}{LETTERS[L]}"
                    + (f"(x{counts[L]})" if counts[L] > 1 else "")
                    for L in sorted(counts))


# Explicit semistandard tableaux: columns strictly increase, rows do not decrease.
def tableau_distribution(l, a, b):
    n = 2 * l + 1
    distribution = Counter()
    for first in combinations(range(n), a):
        for second in combinations(range(n), b):
            if all(x <= y for x, y in zip(first, second)):
                distribution[sum(l - i for i in first + second)] += 1
    return distribution


for l in (1, 2, 3):
    n = 2 * l + 1
    for N in range(2 * n + 1):
        total = 0
        for two_s in spins(n, N):
            a, b = columns(N, two_s)
            explicit = tableau_distribution(l, a, b)
            coeff = character(n, N, two_s)
            l_max = len(coeff) // 2
            assert explicit == {i - l_max: c for i, c in enumerate(coeff) if c}
            assert max(explicit) == (a * (n - a) + b * (n - b)) // 2
            dimension = sum(explicit.values())
            assert dimension == weyl_dimension(n, N, two_s)
            assert explicit == tableau_distribution(l, n - b, n - a)
            total += (two_s + 1) * dimension
        assert total == comb(2 * n, N)


# Full determinant space; spin orbital 2*i has spin up, 2*i+1 spin down,
# and orbital i has magnetic quantum number m = l - i.
def determinant_basis(n, N):
    return [sum(1 << p for p in occ) for occ in combinations(range(2 * n), N)]


def one_body(dets, matrix):
    """Matrix of sum_pq matrix[p,q] a+_p a_q between determinants."""
    index = {d: i for i, d in enumerate(dets)}
    result = np.zeros((len(dets), len(dets)))
    for p, q in zip(*np.nonzero(matrix)):
        p, q = int(p), int(q)
        for col, det in enumerate(dets):
            if not (det >> q) & 1:
                continue
            removed = det ^ (1 << q)
            if (removed >> p) & 1:
                continue
            swaps = (det & ((1 << q) - 1)).bit_count()
            swaps += (removed & ((1 << p) - 1)).bit_count()
            row = index[removed | (1 << p)]
            result[row, col] += (-1) ** swaps * matrix[p, q]
    return result


def elementary(x, k):
    coefficients = np.poly(-x)
    return coefficients[k] if 0 <= k <= len(x) else 0.0


rng = np.random.default_rng(7)
diagonalized = {}
highest_count = {}
for l, N in ((1, 3), (2, 4), (2, 5), (3, 3), (3, 11)):
    n = 2 * l + 1
    dets = determinant_basis(n, N)
    unit = np.eye(len(dets))
    m = np.array([l - i for i in range(n)], dtype=float)
    raise_m = np.diag(np.sqrt(l * (l + 1) - m[1:] * (m[1:] + 1)), 1)
    l_plus = one_body(dets, np.kron(raise_m, np.eye(2)))
    l_z = one_body(dets, np.kron(np.diag(m), np.eye(2)))
    s_plus = one_body(dets, np.kron(np.eye(n), np.array([[0., 1.], [0., 0.]])))
    s_z = one_body(dets, np.kron(np.eye(n), np.diag([0.5, -0.5])))
    l_squared = l_plus.T @ l_plus + l_z @ (l_z + unit)
    s_squared = s_plus.T @ s_plus + s_z @ (s_z + unit)

    # Joint spectrum of L^2 and S^2 counts the terms directly.
    spectrum = np.linalg.eigvalsh(l_squared + 1000 * s_squared)
    states = Counter()
    for value in spectrum:
        two_s = max(t for t in range(N % 2, N + 1, 2)
                    if 250 * t * (t + 2) <= value + 0.5)
        rest = value - 250 * two_s * (two_s + 2)
        L = round((np.sqrt(1 + 4 * max(rest, 0)) - 1) / 2)
        assert abs(rest - L * (L + 1)) < 1e-7
        states[two_s, L] += 1
    direct = {}
    for (two_s, L), number in states.items():
        assert number % ((two_s + 1) * (2 * L + 1)) == 0
        direct[two_s, L] = number // ((two_s + 1) * (2 * L + 1))
    formula = {(t, L): number for t in spins(n, N)
               for L, number in term_counts(n, N, t).items()}
    assert direct == formula
    diagonalized[l, N] = direct

    # Exactly one joint highest-weight state per allowed spin.
    annihilator = s_plus.T @ s_plus
    for i in range(n - 1):
        step = np.zeros((n, n))
        step[i, i + 1] = 1
        operator = one_body(dets, np.kron(step, np.eye(2)))
        annihilator += operator.T @ operator
    values, vectors = np.linalg.eigh(annihilator)
    kernel = vectors[:, values < 1e-9]
    assert kernel.shape[1] == len(spins(n, N))
    highest_count[l, N] = kernel.shape[1]
    for two_s in spins(n, N):
        a, b = columns(N, two_s)
        top = sum(1 << (2 * i) for i in range(a))
        top += sum(1 << (2 * i + 1) for i in range(b))
        assert abs(np.sum(kernel[dets.index(top)] ** 2) - 1) < 1e-9

    # U(n) character in each spin space at arbitrary orbital eigenvalues.
    x = rng.uniform(0.6, 1.4, n)
    weights = np.array([np.prod([x[p // 2] for p in range(2 * n)
                                 if (det >> p) & 1]) for det in dets])
    values, vectors = np.linalg.eigh(s_squared)
    for two_s in spins(n, N):
        a, b = columns(N, two_s)
        chosen = vectors[:, abs(values - two_s * (two_s + 2) / 4) < 1e-7]
        trace = np.sum(weights[:, None] * chosen ** 2)
        expected = (two_s + 1) * (elementary(x, a) * elementary(x, b)
                                  - elementary(x, a + 1) * elementary(x, b - 1))
        assert np.isclose(trace, expected, rtol=1e-8, atol=1e-9)

# Worked example: Er3+ in the configuration 4f^11.
l, N = 3, 11
n = 2 * l + 1
print("Er3+ 4f^11, pure LS term enumeration; counts are dimensionless")
print(f"orbitals n = {n}, electrons N = {N}, determinants = {comb(2*n, N)}")
print(f"joint highest-weight states found = {highest_count[l, N]}")
for k in range(4, 8):
    poly = gaussian(n, k)
    print(f"e_{k}: coefficients for M = 0,1,... (hbar): {poly[len(poly)//2:]}")
weighted_total = 0
for two_s in reversed(spins(n, N)):
    a, b = columns(N, two_s)
    coeff = character(n, N, two_s)
    l_max = len(coeff) // 2
    dimension = weyl_dimension(n, N, two_s)
    keep = comb(n, a) * comb(n, b)
    remove = comb(n, a + 1) * comb(n, b - 1) if b else 0
    assert keep - remove == dimension
    counts = term_counts(n, N, two_s)
    print(f"S = {two_s}/2: column lengths a = {a}, b = {b}")
    print(f"  highest weight = {[2]*b + [1]*(a-b) + [0]*(n-a)}")
    print(f"  determinants at M_S=S: {keep}; at M_S=S+1: {remove}")
    print(f"  C(n+1,a+1) = {comb(n+1, a+1)}, C(n+1,b) = {comb(n+1, b)}")
    print(f"  Weyl dimension D_S = {dimension} orbital states")
    print(f"  c(M) for M = 0..{l_max} (hbar): {coeff[l_max:]}")
    print(f"  multiplicities L:number = {dict(sorted(counts.items()))}")
    print(f"  terms: {term_text(n, N, two_s)}")
    print(f"  number of terms = {sum(counts.values())}")
    weighted_total += (two_s + 1) * dimension
print(f"sum of (2S+1) D_S = {weighted_total} states")
print(f"terms from diagonalization = {sum(diagonalized[l, N].values())}")
print("Comparison shells:")
for name, l, N in (("p^3", 1, 3), ("d^5", 2, 5)):
    n = 2 * l + 1
    for two_s in reversed(spins(n, N)):
        print(f"  {name}, S = {two_s}/2: D_S = {weyl_dimension(n, N, two_s)}; "
              f"{term_text(n, N, two_s)}")
print("success")
```

Running it gives:

```
Er3+ 4f^11, pure LS term enumeration; counts are dimensionless
orbitals n = 7, electrons N = 11, determinants = 364
joint highest-weight states found = 2
e_4: coefficients for M = 0,1,... (hbar): [5, 4, 4, 3, 2, 1, 1]
e_5: coefficients for M = 0,1,... (hbar): [3, 3, 2, 2, 1, 1]
e_6: coefficients for M = 0,1,... (hbar): [1, 1, 1, 1]
e_7: coefficients for M = 0,1,... (hbar): [1]
S = 3/2: column lengths a = 7, b = 4
  highest weight = [2, 2, 2, 2, 1, 1, 1]
  determinants at M_S=S: 35; at M_S=S+1: 0
  C(n+1,a+1) = 1, C(n+1,b) = 70
  Weyl dimension D_S = 35 orbital states
  c(M) for M = 0..6 (hbar): [5, 4, 4, 3, 2, 1, 1]
  multiplicities L:number = {0: 1, 2: 1, 3: 1, 4: 1, 6: 1}
  terms: 4S 4D 4F 4G 4I
  number of terms = 5
S = 1/2: column lengths a = 6, b = 5
  highest weight = [2, 2, 2, 2, 2, 1, 0]
  determinants at M_S=S: 147; at M_S=S+1: 35
  C(n+1,a+1) = 8, C(n+1,b) = 56
  Weyl dimension D_S = 112 orbital states
  c(M) for M = 0..8 (hbar): [12, 12, 11, 9, 7, 5, 3, 2, 1]
  multiplicities L:number = {1: 1, 2: 2, 3: 2, 4: 2, 5: 2, 6: 1, 7: 1, 8: 1}
  terms: 2P 2D(x2) 2F(x2) 2G(x2) 2H(x2) 2I 2K 2L
  number of terms = 12
sum of (2S+1) D_S = 364 states
terms from diagonalization = 17
Comparison shells:
  p^3, S = 3/2: D_S = 1; 4S
  p^3, S = 1/2: D_S = 8; 2P 2D
  d^5, S = 5/2: D_S = 1; 6S
  d^5, S = 3/2: D_S = 24; 4P 4D 4F 4G
  d^5, S = 1/2: D_S = 75; 2S 2P 2D(x3) 2F(x2) 2G(x2) 2H 2I
success
```
